# Median and mean energy of sputtered atoms

## Problem

In a simple model of sputtering, the impact of an ion starts a cascade of collisions among the atoms of a solid, and some atoms leave the surface. Their kinetic energies $E$ are distributed in proportion to

$$\frac{E}{(E+U)^3},\qquad 0<E<\infty ,$$

where $U>0$ is the surface binding energy. The energy $E$ is measured outside the surface. The distribution counts atoms as they leave, not the atoms present at one instant in a volume above the surface.

(a) Find the median energy.

(b) Decide whether the mean energy exists. If it does not, find how the contribution to the mean from energies below $X$ grows with $X$.

(c) Cut the distribution sharply at a maximum energy $E_{\max}$ and normalize it again. Find the new mean and median. Is a maximum energy the only remedy for a mean that does not exist?

(d) Argon ions of 1 keV strike nickel. Take the rough values $U=4.4$ eV, $m_1=40$ u for the ion and $m_2=59$ u for the target atom. Find $E_{\max}$ from elastic two-body collisions with atoms at rest, then the median and mean. Repeat for 10 keV ions.

## First estimate by scaling

The law contains one energy, $U$. The median of the uncut law must therefore be a pure number times $U$. To estimate that number, replace the law by its two limiting forms and join them at $E=U$:

$$\frac{E}{(E+U)^3}\;\to\;\begin{cases}E/U^3, & E<U,\\[2pt] 1/E^2, & E>U.\end{cases}$$

The area under the first piece is $1/(2U)$ and that under the second is $1/U$, so the total is $3/(2U)$. The area above an energy $E>U$ is $1/E$. Setting it equal to half the total, $3/(4U)$, gives

$$E_{\text{med}}\approx \tfrac43U\approx 5.9\ \text{eV}.$$

For the mean, multiply by $E$ before integrating. The first piece gives $\int_0^U E^2/U^3\,dE=1/3$. The second gives $\int_U^X dE/E=\ln(X/U)$, which has no upper bound. Equal factors in energy contribute equally, so the trouble comes from the whole tail and not from one special energy.

With a cutoff far above $U$, the area lost is negligible, and division by $3/(2U)$ gives

$$\langle E\rangle\approx\tfrac23U\left[\ln\frac{E_{\max}}{U}+\frac13\right].$$

The two masses are comparable, so an ion can pass most of its energy to an atom. Taking $E_{\max}\approx 1000$ eV gives $\ln(1000/4.4)=5.43$ and a mean of about 17 eV.

## Exact solution

### Normalization and median

Consider the function $F(E)=E^2/(E+U)^2$. By the quotient rule,

$$\frac{dF}{dE}=\frac{2E(E+U)^2-2E^2(E+U)}{(E+U)^4}=\frac{2E(E+U)-2E^2}{(E+U)^3}=\frac{2UE}{(E+U)^3}.$$

This is the given law times $2U$. Since $F(0)=0$ and $F\to1$ as $E\to\infty$, the normalized density and the fraction of atoms below $E$ are

$$f(E)=\frac{2UE}{(E+U)^3},\qquad F(E)=\left(\frac{E}{E+U}\right)^2 .$$

At the median, $F=1/2$. Both $E$ and $E+U$ are positive, so the positive root applies:

$$\frac{E}{E+U}=\frac1{\sqrt2}\;\Rightarrow\;\sqrt2\,E=E+U\;\Rightarrow\;E=\frac{U}{\sqrt2-1}.$$

Multiplying numerator and denominator by $\sqrt2+1$ makes the denominator $2-1=1$, so

$$E_{\text{med}}=(1+\sqrt2)\,U .$$

For $U=4.4$ eV this is 10.6 eV. The most probable energy is much lower. From

$$f'(E)=2U\,\frac{(E+U)-3E}{(E+U)^4}=2U\,\frac{U-2E}{(E+U)^4},$$

the peak lies at $U/2=2.2$ eV. The long tail places the median well above it.

### Divergence of the mean

For $E\ge U$ we have $E+U\le2E$, and hence

$$E f(E)=\frac{2UE^2}{(E+U)^3}\ge\frac{2UE^2}{8E^3}=\frac{U}{4E}.$$

The integral of $U/(4E)$ from $U$ to $X$ is $(U/4)\ln(X/U)$, which grows without limit. The integrand of the mean is nowhere negative, so nothing can cancel this growth, and the mean is infinite.

The inequality proves divergence but does not give its rate. For that, define $M(X)=\int_0^X E f(E)\,dE$ and set $E=Ut$, $x=X/U$. The powers of $U$ combine to leave one factor:

$$M(X)=2U\int_0^x\frac{t^2}{(1+t)^3}\,dt .$$

Because $t=(1+t)-1$, we can write $t^2=(1+t)^2-2(1+t)+1$. The integral becomes

$$\int_0^x\left[\frac1{1+t}-\frac2{(1+t)^2}+\frac1{(1+t)^3}\right]dt
=\ln(1+x)-\frac{2x}{1+x}+\frac{x^2+2x}{2(1+x)^2}.$$

The last term comes from $\frac12[1-(1+x)^{-2}]$. Over the common denominator $2(1+x)^2$, the two fractions have the numerator $-4x(1+x)+x^2+2x=-3x^2-2x$. Therefore

$$M(X)=2U\left[\ln(1+x)-\frac{3x^2+2x}{2(1+x)^2}\right].$$

For $x\gg1$ the fraction tends to $3/2$ and $\ln(1+x)$ to $\ln x$, so

$$M(X)\simeq2U\ln\frac XU-3U .$$

Each further factor of ten in $X$ adds nearly $2U\ln10=20.3$ eV for the nickel value of $U$. Direct integration gives $M=27.6$, $47.6$ and $67.9$ eV at $X/U=10^2$, $10^3$ and $10^4$, in steps of about 20 eV.

No emitted atom has infinite energy. The infinite mean results from extending the $1/E^2$ tail to energies that the incoming ion cannot supply.

### Mean and median with a cutoff

Let $x=E_{\max}/U$ from here on. The cut density is $f(E)/F(E_{\max})$ below $E_{\max}$ and zero above it, with $F(E_{\max})=x^2/(1+x)^2$. Its mean is

$$\langle E\rangle=\frac{M(E_{\max})}{F(E_{\max})}
=U\left[2\left(1+\frac1x\right)^2\ln(1+x)-3-\frac2x\right],$$

where the last two terms follow from $(3x^2+2x)/x^2=3+2/x$. The mean is finite for every finite cutoff. For $x\gg1$ it approaches $U(2\ln x-3)$.

The median now satisfies $F(E)=F(E_{\max})/2$. Taking the positive root,

$$\frac{E}{E+U}=q,\qquad q=\frac{x}{\sqrt2\,(1+x)} .$$

Then $E(1-q)=qU$, and

$$E_{\text{med}}=\frac{q}{1-q}\,U .$$

As $x\to\infty$, $q\to1/\sqrt2$ and the uncut median returns. A finite cutoff makes $q$ smaller and so lowers the median.

The opposite limit, $E_{\max}\ll U$, is a useful contrast. There $E+U\approx U$ and the density is proportional to $E$. The mean is then

$$\frac{\int_0^{E_{\max}}E^2\,dE}{\int_0^{E_{\max}}E\,dE}=\tfrac23E_{\max},$$

while the median is $E_{\max}/\sqrt2$, since the fraction below $E$ is $(E/E_{\max})^2$. In this limit the mean lies slightly below the median. The large excess of mean over median is a property of the tail and needs $E_{\max}\gg U$.

A maximum energy is sufficient for a finite mean, but it is not necessary. Multiply $f$ by $e^{-E/E_c}$, which allows every energy. Since $Ef(E)=2U\,E^2/(E+U)^3\le 2U/(E+U)\le2$, the first moment is at most $2\int_0^\infty e^{-E/E_c}dE=2E_c$. It is finite, and so is the mean after normalization. What matters is that the tail falls fast enough.

### The largest energy

Let an ion of speed $v$ and energy $E_i=\frac12m_1v^2$ strike a free atom at rest. The center of mass moves at $V=m_1v/(m_1+m_2)$. In its frame the atom has speed $V$ before and after the elastic collision. The atom's final velocity in the laboratory is thus the sum of two vectors of length $V$, which is longest, $2V$, when they are parallel. This is the head-on collision, and it gives

$$T=\tfrac12m_2(2V)^2=\frac{4m_1m_2}{(m_1+m_2)^2}\,E_i .$$

For argon on nickel the factor is $4\cdot40\cdot59/99^2=0.963$, so 1 keV ions give $T=963$ eV. If the surface acts as a planar barrier that removes the energy $U$, then

$$E_{\max}=T-U=959\ \text{eV},\qquad x=\frac{E_{\max}}U=218 .$$

This is an upper bound in the model, because a head-on recoil moves into the target and must be turned round before it can leave.

### Numbers for 1 keV and 10 keV

With $x=217.9$, $q=217.9/(1.4142\cdot218.9)=0.7039$. The median is

$$E_{\text{med}}=4.4\ \text{eV}\cdot\frac{0.7039}{0.2961}=10.5\ \text{eV}.$$

For the mean, $\ln(218.9)=5.389$ and $(1+1/x)^2=1.0092$, so

$$\langle E\rangle=4.4\ \text{eV}\,[10.876-3-0.009]=34.6\ \text{eV}=5.5\times10^{-18}\ \text{J}.$$

The mean is 3.3 times the median. The fraction of atoms above 100 eV is

$$1-\frac{F(100\ \text{eV})}{F(E_{\max})}=1-\frac{(100/104.4)^2}{(217.9/218.9)^2}=0.074 .$$

These 7.4 % of the atoms carry 55 % of the emitted energy, as $1-M(100\ \text{eV})/M(E_{\max})$ shows.

At 10 keV, with $U$ and the masses held fixed, $E_{\max}=9627$ eV. The median rises only from 10.5 to 10.6 eV, while the mean rises by 19.9 eV to 54.5 eV. The rise is slightly less than $2U\ln10=20.3$ eV because the 1 keV mean lies 0.4 eV above its large-$x$ form. That excess comes mainly from the term $4U(\ln x)/x$ in the expansion of the exact mean, and it is much smaller at the larger $x$.

### How far the model can be trusted

Several assumptions can shift the results by more than their last digits. Each change below is made alone, for 1 keV ions.

- **Gradual cutoff.** The spectrum need not end in a step. The factor $1-\sqrt{(E+U)/T}$, which falls to zero at $E_{\max}$, lowers the mean from 34.6 to 23.8 eV and the median from 10.5 to 9.2 eV.
- **Turning the recoil.** At normal incidence, suppose a recoil starts at angle $\varphi$ to the beam with energy $T\cos^2\varphi$, and a second collision between equal masses turns the motion parallel to the surface. The energy left is $T\cos^2\varphi\sin^2\varphi=\frac14T\sin^2 2\varphi\le T/4$. Replacing $T$ by $T/4$ gives a mean of 23.2 eV and a median of 10.0 eV. This is a trial value and not a new bound. An atom moving parallel to the surface cannot cross the planar barrier. Requiring the energy of the normal motion to exceed $U$ lowers the largest energy on this path to about $0.18\,T$, which gives a mean of 20.4 eV. Other paths keep more: three turns of 30° would leave $(3/4)^3T=0.42\,T$.
- **A softer power law.** With exponent 2.8 in place of 3, the mean becomes 50.5 eV and the median 14.0 eV. The logarithmic growth of the mean with $E_{\max}$ belongs to exponent 3. For a smaller exponent the mean grows as a power of $E_{\max}$, and with 2.8 it reaches 104 eV for 10 keV ions, against 54.5 eV with exponent 3.
- **Target temperature.** At 600 K, $k_BT_{\text{target}}=0.05$ eV, about 1 % of $U$. No spectrum was recomputed for this item, but the small ratio suggests an effect well below the other changes.

Taken one at a time, these changes put the mean between roughly 20 and 50 eV and the median between roughly 9 and 14 eV. These ranges are not error limits. Their upper ends are set by the trial exponent 2.8, and an exponent of 2.6 would give a mean of 74 eV and a median of 20 eV. Changes can also act together: the gradual cutoff with $T/4$ in place of $T$ gives a mean of about 15 eV and a median of about 8 eV. The results also apply before any collision with process gas, which would alter the energies of atoms arriving at a substrate.

## Comparison of the two

The estimate found the correct forms: a median proportional to $U$ and a mean that grows as $U\ln(E_{\max}/U)$. Its numbers are too low. It gave $1.33\,U$ for the median, against the exact $2.41\,U$, and about 17 eV for the 1 keV mean, against 34.6 eV.

Both errors have one source. At $E=U$ the joined curve has height $1/U^2$, while the true law has height $U/(2U)^3=1/(8U^2)$. The estimate therefore puts far too many atoms near $U$. Its total area is $3/(2U)$ instead of $1/(2U)$, three times too large, although its high-energy tail is correct. After normalization that tail is three times too weak, which turns the coefficient $2U$ of the logarithm into $2U/3$.

At 1 keV the mean is low by a factor of about 2 and not 3, because the constants beside the logarithm still matter. The ratio of the exact large-$x$ mean to the estimate is

$$\frac{2\ln x-3}{\frac23\left(\ln x+\frac13\right)}=\frac{3\left(\ln x-\frac32\right)}{\ln x+\frac13},$$

which is 2.0 at $x=218$ and approaches 3 slowly as $x$ grows. The high-energy limiting form thus settles whether the mean exists. With a cutoff, the size of the mean depends on $E_{\max}$ and also on the region around $E\sim U$, where neither limiting form holds and which largely fixes the normalization.

## Computed values

```
Surface binding energy U (rough, Ni): 4.4 eV
Ion mass (rough, Ar): 40 u
Target atom mass (rough, Ni): 59 u
Ion energy: 1000 eV
Largest transferred fraction T/Ei: 0.9632
Largest recoil energy T: 963.2 eV
Largest emitted energy Emax = T-U: 958.8 eV
Ratio x = Emax/U: 217.9
Most probable energy: 2.20 eV
Median/U, uncut, by root finding: 2.414214
1+sqrt(2): 2.414214
Median, uncut: 10.62 eV
First moment up to X, uncut law:
  X/U = 100: 27.59 eV
  X/U = 1000: 47.61 eV
  X/U = 10000: 67.85 eV
Gain per decade at large X: 20.26 eV
Median with cutoff, 1 keV ions: 10.46 eV
Mean with cutoff, 1 keV ions: 34.62 eV
Mean with cutoff, 1 keV ions: 5.546e-18 J
Mean from large-x formula: 34.18 eV
Mean/median with cutoff: 3.31
Tail threshold: 100 eV
Atoms above threshold: 7.4 %
Energy carried by them: 55.1 %
Emax for 10 keV ions: 9627.3 eV
Median with cutoff, 10 keV ions: 10.61 eV
Mean with cutoff, 10 keV ions: 54.54 eV
Rise of mean, 1 to 10 keV: 19.92 eV
Mean with factor exp(-E/Emax), no maximum: 30.94 eV
Neglected effects, 1 keV ions:
  Gradual cutoff, median: 9.20 eV
  Gradual cutoff, mean: 23.78 eV
  Emax from T/4, value: 236.4 eV
  Emax from T/4, median: 9.99 eV
  Emax from T/4, mean: 23.18 eV
  Exponent 2.8, median: 14.00 eV
  Exponent 2.8, mean: 50.51 eV
  Thermal energy kT at 600 K: 0.0517 eV
  kT/U: 1.18 %
```
